# Do conduction-only gap corrections give correct band offsets?

## Question

I am modelling leakage from silicon into a silica-type interlayer dielectric. My semilocal density-functional calculation of the interface gives gaps that are too small on both sides. I know the measured gaps, so I keep all valence states where they are and raise the conduction states of each material rigidly until both gaps are right. The interface electrostatics comes from the self-consistent density, which I trust. Can I now read off the valence and conduction band offsets and use them as tunnelling barriers? If not, how large can the error be when both gaps are correct by construction?

## Answer

Two correct gaps fix the sum of the two offsets. They do not fix how that sum is divided, and the division depends on how far the valence edge of each material moves.

### What the gaps determine

Let A be the narrow-gap material and B the dielectric. Write $E_v^X$ and $E_c^X$ for the band edges deep inside material $X$, on one common energy scale that includes the electrostatic lineup across the interface. Bands are taken as flat. Define

$$V=E_v^A-E_v^B,\qquad C=E_c^B-E_c^A .$$

Both are positive when the gap of A lies inside that of B. Adding them gives

$$V+C=(E_c^B-E_v^B)-(E_c^A-E_v^A)=E_g^B-E_g^A .$$

Let the quasiparticle correction move the edges of $X$ by $\delta_v^X$ and $\delta_c^X$, with the density, and hence the lineup, held fixed. With $V_0$ and $C_0$ the uncorrected offsets,

$$V_{qp}=V_0+\delta_v^A-\delta_v^B,\qquad C_{qp}=C_0+\delta_c^B-\delta_c^A .$$

The gap of $X$ grows by $D_X=\delta_c^X-\delta_v^X$. Your procedure, the scissors correction, uses a valence shift of zero and a conduction shift of $D_X$:

$$V_s=V_0,\qquad C_s=C_0+D_B-D_A .$$

Subtraction gives the errors relative to the quasiparticle offsets:

$$V_s-V_{qp}=-(\delta_v^A-\delta_v^B),$$

$$C_s-C_{qp}=(\delta_c^B-\delta_v^B)-(\delta_c^A-\delta_v^A)-\delta_c^B+\delta_c^A=\delta_v^A-\delta_v^B .$$

The errors are equal and opposite, so they cancel in the sum that the gaps control. The scissors offsets are right if and only if $\delta_v^A=\delta_v^B$. The valence shifts need not vanish; a common shift does no harm.

The gaps do limit the error if each correction lowers the valence edge and raises the conduction edge. Then $\delta_v^X=-\lambda_XD_X$ with $0\le\lambda_X\le1$, and

$$\delta_v^A-\delta_v^B=\lambda_BD_B-\lambda_AD_A,$$

which can lie anywhere between $-D_A$ and $D_B$. For a wide-gap dielectric with a gap correction of several eV, that is a weak limit.

### Why the scissors cannot repair the valence offset

Let $h$ be the uncorrected Hamiltonian of the whole junction and $Q$ the projector on its empty states. The scissors operator is $S=Q\,D(z)\,Q$, where $D(z)$ equals $D_A$ in A and $D_B$ in B. For an occupied state $Q|i\rangle=0$, so

$$(h+S)|i\rangle=h|i\rangle=\varepsilon_i|i\rangle .$$

Every occupied level and the density stay as they were. Since $D(z)\ge0$, no empty level is lowered, and the same states remain occupied. Deep in $X$, $D(z)$ is constant over the short range of $Q$, so a conduction state $|c\rangle$ there obeys $S|c\rangle=D_X|c\rangle$. The gaps come out right, while the valence offset keeps its uncorrected value.

### A model in which the valence shifts can be calculated

The valence shift depends on screening and on where the valence electrons sit. A simple model with both ingredients keeps only on-site interactions.

Let two electrons on a site repel with energy $v$, reduced to $W<v$ by polarization of the surroundings. A charge $q$ on the site induces dipoles $p$ with energy $\tfrac12 p\cdot Kp-q\,p\cdot E$, where $E$ is the field of a unit charge and $K$ the stiffness of the surroundings. The minimum is at $p=qK^{-1}E$, where the energy is $-\tfrac12q^2E\cdot K^{-1}E$. The interaction of the charge with these dipoles is twice that, $-q^2E\cdot K^{-1}E$, and for $q=1$ this is by definition $W-v$. Adding one charge of either sign therefore gains the polarization energy $(W-v)/2$.

Let $n$ be the site occupation per spin. The classical repulsion is already in $h$, so the self-energy holds exchange and polarization.

- For an empty level, $n=0$, there is no exchange. The added electron polarizes its surroundings, and $\Sigma=(W-v)/2$.
- For a filled level, $n=1$, exchange contributes $-v$. The hole left by removal lowers the final energy by $(v-W)/2$. The level is the initial energy minus the final energy, so it rises by that amount: $\Sigma=-v+(v-W)/2=-W+(W-v)/2$.

Static screened exchange is linear in the occupation and joins the two limits:

$$\Sigma=-Wn+\tfrac12(W-v).$$

As the stand-in for a local exchange-correlation potential I take $-v/2$, the bare exchange $-vn$ of a half-filled site. The correction to $h$ is then

$$M=\Sigma+\tfrac12v=-W\left(n-\tfrac12\right).$$

Sites more than half full are lowered and the others are raised.

Now let each material be a chain of alternating anions at energy $-d$ and cations at $+d$, measured from the centre of its gap, with hopping $t$ between neighbours. For wave number $k$ per cell,

$$h(k)=\begin{pmatrix}-d&2t\cos(k/2)\\2t\cos(k/2)&d\end{pmatrix},\qquad \varepsilon_\pm=\pm E_k,\quad E_k=\sqrt{d^2+4t^2\cos^2(k/2)} .$$

The gap is $2d$, at $k=\pi$. There the off-diagonal element vanishes, so the valence edge lives on anions and the conduction edge on cations.

Since $h(k)^2=E_k^2$, the projector on the lower band is $\tfrac12(1-h(k)/E_k)$. Its anion element is $\tfrac12(1+d/E_k)$. Averaging over $k$ gives $n_{an}=\tfrac12(1+p)$ and $n_{cat}=\tfrac12(1-p)$, with

$$p=\frac1{2\pi}\int_{-\pi}^{\pi}\frac{d}{E_k}\,dk=\frac2\pi\int_0^{\pi/2}\frac{d\;d\theta}{\sqrt{d^2+4t^2\cos^2\theta}},\qquad \theta=k/2 .$$

Writing $\cos^2\theta=1-\sin^2\theta$ and taking out the factor $d^2+4t^2$,

$$p=\frac2\pi\frac{d}{\sqrt{d^2+4t^2}}\,K(m),\qquad m=\frac{4t^2}{d^2+4t^2},\qquad K(m)=\int_0^{\pi/2}\frac{d\theta}{\sqrt{1-m\sin^2\theta}} .$$

For $t\to0$, $K=\pi/2$ and $p=1$: the anions are full. For $d/t\to0$ the integrand vanishes everywhere except at $\theta=\pi/2$, so $p\to0$ and both sites are half full.

Inserting the occupations into $M$ shifts the anions by $-W_{an}p/2$ and the cations by $+W_{cat}p/2$. Both shifts increase the energy difference between the sublattices, so the edges stay at $k=\pi$. Within this model,

$$\delta_v=-\tfrac12W_{an}\,p,\qquad \delta_c=+\tfrac12W_{cat}\,p,\qquad D=\tfrac12(W_{an}+W_{cat})\,p .$$

The gap contains the sum of the two screened repulsions. The valence shift contains one of them.

### Numbers in the silicon–silica regime

I take round parameters with $t=1$ eV in both chains and an uncorrected valence offset $V_0=2.8$ eV.

- Material A: $d=0.3$, $W_{an}=1.6$, $W_{cat}=1.8$ eV, which gives $p=0.312$.
- Material B: $d=3.0$, $W_{an}=4.0$, $W_{cat}=2.6$ eV, which gives $p=0.910$.

The valence shifts are

$$\delta_v^A=-\tfrac12(1.6)(0.312)=-0.25\ \text{eV},\qquad \delta_v^B=-\tfrac12(4.0)(0.910)=-1.82\ \text{eV}.$$

The conduction shifts are $+0.28$ and $+1.18$ eV. The gaps grow from 0.60 to 1.13 eV and from 6.00 to 9.00 eV. Hence

$$V_{qp}=2.80-0.25+1.82=4.37\ \text{eV},\qquad C_{qp}=9.00-1.13-4.37=3.50\ \text{eV}.$$

The scissors correction, with the same gaps, gives

$$V_s=2.80\ \text{eV},\qquad C_s=9.00-1.13-2.80=5.07\ \text{eV}.$$

The hole barrier is too low and the electron barrier too high, each by 1.57 eV.

These values use bulk formulas on each side. As a test, I diagonalized a complete junction of 300 cells of A and 120 cells of B, joined by a hopping of 0.5 eV, with $M$ built from the junction's own occupations. Edges read from states with weight deep in each material gave offsets of 4.371 and 3.502 eV. The operator $QDQ$ in the same junction gave 2.800 and 5.073 eV. Both pairs agree with the bulk formulas within 0.001 eV.

A second dielectric shows that the gaps cannot reveal the error. Keep the bands of B, but set $W_{an}=0.549$ and $W_{cat}=6.051$ eV. The sum is still 6.6 eV, so the corrected gap is still 9.00 eV, but now $\delta_v^B=-\tfrac12(0.549)(0.910)=-0.25$ eV, equal to $\delta_v^A$. The quasiparticle offsets of this junction are 2.800 and 5.073 eV, exactly where the scissors put them. So lopsided a pair of repulsions is a logical counterexample and does not represent silica. Two junctions with identical uncorrected bands and identical corrected gaps thus have valence offsets 1.57 eV apart.

### What the error does to tunnelling

Let an electron enter B with energy $E=0.1$ eV above the conduction edge of A. It meets a barrier $\phi=C-E$ that falls as $\phi-Fz$, where $F$ is the force on the electron. I use one mass $m=0.5\,m_e$ on both sides. The decay constant is $\kappa(z)=\sqrt{2m(\phi-Fz)}/\hbar$, and the leading exponent of the transmission is

$$G=2\int_0^{\phi/F}\kappa\,dz=\frac{2\sqrt{2m}}{\hbar}\cdot\frac{2\phi^{3/2}}{3F}=\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar F}.$$

At a stress field of 6 MV/cm, $\phi=3.40$ eV gives $G=50.5$. The scissors barrier $\phi=4.97$ eV gives $50.5\,(4.97/3.40)^{3/2}=89.3$. The difference, 38.75 before rounding, corresponds to $38.75/\ln10=16.8$ decades. Solving the triangular barrier exactly with Airy functions gives transmissions of $7.7\times10^{-23}$ and $9.5\times10^{-40}$, a ratio of 16.9 decades. The electrons leave the barrier after 5.7 and 8.3 nm, so a 10 nm film contains the whole triangular barrier in both cases. With A also on the far side of the film, the reflection there, neglected here, changes each transmission by less than a factor of three. That is negligible beside 17 decades.

A fit to leakage data can hide the mistake. As long as the film contains the whole triangular barrier, which for 10 nm means fields above about 5 MV/cm, the exponent depends on $m$ and $\phi$ only through $\sqrt m\,\phi^{3/2}$. The scissors barrier therefore reproduces the same exponent if the mass is multiplied by $(3.40/4.97)^3=0.32$. Matching the full transmission at 6 MV/cm gives $0.159\,m_e$ in place of $0.5\,m_e$. Agreement of the exponent over that range of fields, obtained with a fitted mass, is thus no evidence for the barrier. At lower fields the barrier is cut off by the far side of the film, and the same mass no longer hides the error.

### How this compares with the real interface

Silicon and silica have gaps of roughly 1.1 and 9 eV, with valence and conduction offsets of roughly 4.5 and 3 eV. The model lies in that regime because its parameters were placed there, so the resemblance is not a prediction. Silicon has no anions and cations, and its valence band is several times wider than the 1.7 eV of chain A; the chain represents only its small gap and strong screening.

Several assumptions can be sized:

- **Fixed density.** Rebuilding $M$ once from the corrected occupations changes $V_{qp}$ from 4.37 to 4.33 eV. Repeating this to convergence gives 4.26 eV, still a small change beside 1.57 eV, although the gap of A then grows to 1.56 eV. The effect of a changed density on the electrostatic lineup is not sized here. The step of 0.065 eV in the output counts only the charge that crosses the interface bond. Charge also shifts on many bonds nearby, and the same crude estimate applied to all of them gives a step of almost 3 eV. The chain is a stack of charged planes without self-consistent screening, so neither number describes a real interface. The fixed lineup remains an assumption, and the response of the classical potential inside each material is not included either.
- **Parabolic dispersion in the oxide gap.** This is the largest effect on tunnelling that I sized. If $\phi-Fz$ in $\kappa$ is replaced by $u(1-u/E_g^B)$ with $u=\phi-Fz$, so that the decay constant would vanish at both band edges, the quasiparticle transmission rises by 2.7 decades. The scissors error falls from 16.8 to 12.3 decades.
- **Other inputs.** For the quasiparticle barrier, the image force adds 0.9 decades through the exponent alone, a mass of $0.4\,m_e$ adds 2.3, and one extra $k_BT$ of electron energy at 378 K adds 0.4. Lowering the barrier by 0.1 eV adds 1.0, so an offset is needed to much better than 1 eV.

The field is 0.6 of a rough 10 MV/cm breakdown field for dense silica. Porous low-k films work at lower fields, and their leakage can run through defects. The transmissions above then do not give the current, and I have not estimated that path.

Defect levels suffer from the same procedure. For a defect localized well inside B, $QDQ$ raises an empty level by $D_B$, together with the conduction edge, and leaves an occupied level fixed, together with the valence edge. An empty trap keeps its uncorrected depth below the conduction edge. Its quasiparticle depth changes by $\delta_c^B-\delta_d$, where $\delta_d$ is the shift of the defect level itself, and nothing in the gap makes that difference zero.

### What to do instead

Take the lineup from the interface calculation. Then calculate $\delta_v$ and $\delta_c$ separately for each bulk material, relative to the same reference potential that the lineup uses, and add them to the edges. Check the convergence of the edges themselves. If a numerical error adds a constant $c$ to the self-energy of one material, both of its edges move by $c$; its gap does not change, but the offsets are wrong by $c$. A converged gap is therefore not evidence of a converged offset.

If you have only the measured gaps, treat the scissors offsets as one possible division of $E_g^B-E_g^A$. An independent value of either offset settles the other through the sum rule. The numerical output below lists the model parameters and the main results; the converged density update, the lineup estimate over all bonds and the bound on the far-side reflection are not part of it.

## Values computed for the example and the checks

```
A = silicon-like, B = silica-like (round model parameters)
hopping in chains, across interface: 1.0, 0.5 eV
A: half gap d = 0.3 eV, ionicity p = 0.3123
A: W anion, cation = 1.6, 1.8 eV
A: valence shift -0.250, conduction +0.281 eV
A: gap reference 0.60, corrected 1.131 eV
B: half gap d = 3.0 eV, ionicity p = 0.9102
B: W anion, cation = 4.0, 2.6 eV
B: valence shift -1.820, conduction +1.183 eV
B: gap reference 6.00, corrected 9.004 eV
VBO, CBO reference:      2.800, 2.600 eV
VBO, CBO scissors:       2.800, 5.073 eV
VBO, CBO quasiparticle:  4.371, 3.502 eV
difference of valence shifts: 1.571 eV
junction VBO, CBO scissors:      2.800, 5.073 eV
junction VBO, CBO quasiparticle: 4.371, 3.502 eV
second B: W anion, cation = 0.549, 6.051 eV
second B: junction VBO, CBO = 2.800, 5.073 eV
VBO after one density update in M: 4.334 eV
electrons moved into A per chain: -0.0107
bond 0.2 nm, chain area 0.15 nm2, eps 4.0
lineup step from moved charge, size: 0.065 eV
field 6.0 MV/cm, film 10 nm, mass 0.5 m_e
electron energy above edge of A: 0.1 eV
exponent G quasiparticle, scissors: 50.52, 89.27
transmission quasiparticle: 7.70e-23
transmission scissors:      9.47e-40
scissors underestimates transmission by 16.9 decades
same, WKB exponent only: 16.8 decades
same, with image force: 16.9 decades
same, non-parabolic gap: 12.3 decades
changes of the quasiparticle transmission, in decades:
  image force (eps 11.7, 2.1): +0.90
  non-parabolic gap: +2.69
  mass 0.4 instead of 0.5: +2.32
  energy higher by kT = 0.0326 eV at 378 K: +0.37
  barrier lower by 0.1 eV: +0.97
mass that would hide the scissors error: 0.159 m_e
tunnel length quasiparticle: 5.67 nm
tunnel length scissors: 8.29 nm
field / rough breakdown field (10 MV/cm): 0.60
```
